# How Sublimation Free-Energy Errors Change Predicted Vapour Pressures

**Question.** The vapour pressure of a solid precursor at 400 K is predicted from a computed sublimation free energy that is wrong by 4 kJ/mol. By what factor is the predicted pressure wrong, and how does this factor depend on the size of the error, on its origin and on the temperature?

**Answer.** The pressure is wrong by a factor of about 3.3. It is too low by this factor if the free energy was overestimated, and too high if it was underestimated. The factor is the exponential of the error divided by \(RT\), and it does not depend on the pressure itself as long as the vapour is nearly ideal.

## From free energy to pressure

Consider a pure crystal in equilibrium with a vapour of intact single molecules. All energies are molar. At constant temperature the chemical potential of a gas obeys \(d\mu_g=V_m\,dp\), and for an ideal gas the molar volume is \(V_m=RT/p\). Integration from the standard pressure \(p^\circ=1\) bar gives

\[
\mu_g(T,p)=\mu_g^\circ(T)+RT\ln\frac{p}{p^\circ}.
\]

Let \(\mu_s(T)\) be the chemical potential of the crystal at negligible pressure. The sublimation free energy is defined as

\[
\Delta G^\circ(T)=\mu_g^\circ(T)-\mu_s(T).
\]

Equilibrium requires \(\mu_s=\mu_g\), so that \(0=\Delta G^\circ+RT\ln(p/p^\circ)\), and

\[
p=p^\circ\exp\left(-\frac{\Delta G^\circ}{RT}\right).
\]

Suppose the computed value is \(\Delta G^\circ+\delta\), so that positive \(\delta\) means an overestimate. The predicted pressure is then

\[
p_{\rm pred}=p^\circ\exp\left(-\frac{\Delta G^\circ+\delta}{RT}\right)
=p\,\exp\left(-\frac{\delta}{RT}\right).
\]

The standard pressure and \(\Delta G^\circ\) have dropped out of the ratio \(p_{\rm pred}/p\). What counts is the total error at the temperature of interest, after any cancellation between its parts.

At 400 K,

\[
RT=8.31446\times400\ \text{J/mol}=3.326\ \text{kJ/mol},
\qquad
\frac{|\delta|}{RT}=\frac{4}{3.326}=1.203 .
\]

Hence \(p_{\rm pred}/p=e^{1.203}=3.33\) for \(\delta=-4\) kJ/mol, and \(e^{-1.203}=0.300\) for \(\delta=+4\) kJ/mol. The error is 1.52 millihartree per molecule, which is small on the scale of electronic energies but larger than the thermal energy \(kT\).

## Scaling with the size of the error

If \(|\delta|\ll RT\), expanding the exponential gives a relative pressure error of \(-\delta/RT\). This linear rule is useless at 4 kJ/mol: for an overestimate it would give a relative error of \(-1.20\), and so a negative pressure. The exponential gives \(-0.70\) for the overestimate and \(+2.33\) for the underestimate. The two are symmetric in \(\ln p\), not in \(p\).

Setting the factor equal to \(f\) and taking the logarithm gives the free-energy error that can be allowed:

\[
|\delta|=RT\ln f .
\]

At 400 K, a prediction within a factor of 2 needs an error of at most about 2.3 kJ/mol, and one within a factor of 10 an error of at most about 7.7 kJ/mol.

## Scaling with temperature and origin

The dependence on temperature follows from how \(\delta\) itself varies.

For an error in the lattice energy, \(\delta\) is independent of temperature and the exponent falls as \(1/T\). An error of 4 kJ/mol gives a factor of 4.97 at 300 K, 3.33 at 400 K and 2.62 at 500 K.

For a constant error \(\epsilon_S\) in the sublimation entropy, \(\Delta G^\circ=\Delta H-T\Delta S^\circ\) gives \(\delta=-T\epsilon_S\), and therefore

\[
\frac{p_{\rm pred}}{p}=\exp\left(\frac{T\epsilon_S}{RT}\right)
=\exp\left(\frac{\epsilon_S}{R}\right),
\]

which does not change with temperature. At 400 K, an entropy error of 10 J/(mol K) is equivalent to 4 kJ/mol. A good lattice energy is therefore not sufficient for a good vapour pressure.

## A model precursor

A model with round parameters shows how the free energy is built up. The molecules are rigid spherical tops of mass \(m=300\) u and moment of inertia \(I=1500\) u Å², with symmetry number 1. This last choice is a simplification: a molecule that is a spherical top by symmetry has a symmetry number of 12 or more, which divides the rotational partition function, and with it the model pressure found below, by that number. For 12 this raises \(\Delta G^\circ\) by \(RT\ln 12=8.3\) kJ/mol at 400 K, but it leaves the error factor unchanged. In the crystal, each molecule has three translational and three rotational lattice modes, all harmonic with wavenumber 50 cm⁻¹. The static lattice energy, needed to separate the molecules at rest, is \(E=110\) kJ/mol. Intramolecular vibrations are taken to be equal in both phases, so they cancel.

*Vapour.* In a box of edge \(L\), the levels for one direction are \(n^2h^2/(8mL^2)\). Since they are closely spaced, the sum over them becomes an integral:

\[
\int_0^\infty e^{-n^2h^2/(8mL^2kT)}\,dn
=\frac{L\sqrt{2\pi mkT}}{h}=\frac{L}{\Lambda},
\qquad
\Lambda=\frac{h}{\sqrt{2\pi mkT}} .
\]

Three directions give \(V/\Lambda^3\), with \(V=L^3\). A spherical top has levels \(B_{\rm rot}J(J+1)\) with degeneracy \((2J+1)^2\), where \(B_{\rm rot}=h^2/(8\pi^2I)\). For \(kT\gg B_{\rm rot}\), with \(x=J+\tfrac12\),

\[
q_{\rm rot}\approx\int_0^\infty 4x^2e^{-B_{\rm rot}x^2/kT}\,dx
=\sqrt{\pi}\left(\frac{kT}{B_{\rm rot}}\right)^{3/2}.
\]

For \(N\) molecules the partition function is \(q^N/N!\) with \(q=Vq_{\rm rot}/\Lambda^3\). Stirling's formula gives a chemical potential per molecule of \(-kT\ln(q/N)\). With \(V/N=kT/p\), the molar value at \(p^\circ\) is

\[
\mu_g^\circ=-RT\ln\frac{kT\,q_{\rm rot}}{p^\circ\Lambda^3}.
\]

*Crystal.* With \(u=h\nu/kT\), one lattice mode has the partition function

\[
\sum_{n=0}^\infty e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)} .
\]

Six modes and the static energy \(-E\) give \(\mu_s=-E+6RT\ln[2\sinh(u/2)]\). Subtraction yields

\[
\Delta G^\circ=E-RT\ln\frac{kT\,q_{\rm rot}}{p^\circ\Lambda^3}
-6RT\ln\left[2\sinh\frac u2\right].
\]

At 400 K, \(u=0.180\), \(\Lambda=5.04\) pm and \(q_{\rm rot}=6.90\times10^6\). The three terms are

\[
\Delta G^\circ=110.00-118.50+34.21=25.71\ \text{kJ/mol}.
\]

The second term is the free energy gained by moving and turning freely in the vapour. The third is positive because the soft lattice modes also give the crystal a large entropy, which is lost on sublimation: their entropy term \(TS=54.2\) kJ/mol outweighs their vibrational energy of 20.0 kJ/mol. The pressure is \(p=10^5\,e^{-25.714/3.3258}\ \text{Pa}=43.9\) Pa.

The same pressure can be found without \(\Delta G^\circ\). Let a small closed vessel hold \(M\) molecules, of which \(N\) are in the vapour. With \(q_s\) the partition function of one molecule in the crystal, including the factor \(e^{E/RT}\), this division has the weight

\[
\frac{q^N}{N!}\,q_s^{\,M-N}.
\]

Summing the box, rotor and oscillator levels explicitly, and then averaging \(N\) over these weights, gives \(p=\langle N\rangle kT/V\). The count yields 43.9 Pa. With the lattice energy raised by 4 kJ/mol it yields 13.2 Pa, and with the energy lowered by the same amount 146.1 Pa. The ratios to the original pressure are 0.300 and 3.33. The exponential factor was tested in this way for both signs, at 300 K and at 400 K.

## An error in the lattice modes

For \(u\ll1\), \(2\sinh(u/2)\approx u\). If all six computed wavenumbers are too large by a common factor \(s\), the free-energy error is

\[
\delta=-6RT\left[\ln(su)-\ln u\right]=-6RT\ln s .
\]

Stiffer modes reduce the entropy of the crystal and raise its free energy, so \(\Delta G^\circ\) becomes too small and the pressure too high. An error of \(-4\) kJ/mol corresponds to

\[
s=\exp\left(\frac{1.2027}{6}\right)=1.222 .
\]

At 400 K, wavenumbers 22% too high thus do the same damage as a lattice energy 4 kJ/mol too low. At other temperatures the two differ: in this limit the wavenumber error gives the constant factor \(s^6\), while the factor from the lattice energy falls as the temperature rises.

The explicit count with scaled modes gives a factor of 3.342 instead of 3.329. The difference is a quantum correction. The next term of the expansion is \(\ln[2\sinh(u/2)]\approx\ln u+u^2/24\), and six modes therefore add

\[
\frac{6(s^2-1)u^2}{24}=\frac{0.493\times0.0323}{4}=0.0040
\]

to the logarithm of the factor, an increase of 0.4%.

## What the error means for the source temperature

If the source temperature is chosen to reach a required pressure, the error can also be read as an error in that temperature. The Gibbs–Helmholtz relation gives the sublimation enthalpy:

\[
\Delta H=-T^2\frac{d}{dT}\left(\frac{\Delta G^\circ}{T}\right).
\]

The argument of the vapour logarithm varies as \(T\cdot T^{3/2}\cdot T^{3/2}=T^4\), which contributes \(+4RT\). For the lattice modes, \(du/dT=-u/T\), so the derivative of \(\ln[2\sinh(u/2)]\) is \(-(u/2T)\coth(u/2)\). Using \(RTu=N_Ah\nu\), one obtains

\[
\Delta H=E+4RT-3N_Ah\nu\coth\frac u2=103.3\ \text{kJ/mol}.
\]

Let \(\delta\) be a constant energy error, and let \(T'\) be the temperature at which the calculation predicts the true pressure at \(T\). Equal pressures mean equal exponents:

\[
\frac{\Delta G^\circ(T')+\delta}{T'}=\frac{\Delta G^\circ(T)}{T}.
\]

If \(\Delta H\) is constant between the two temperatures, integrating the Gibbs–Helmholtz relation gives

\[
\frac{\Delta G^\circ(T')}{T'}=\frac{\Delta G^\circ(T)}{T}+\Delta H\left(\frac1{T'}-\frac1T\right).
\]

Inserting this into the previous condition leaves \((\Delta H+\delta)/T'=\Delta H/T\), or

\[
T'=T\left(1+\frac{\delta}{\Delta H}\right).
\]

For \(\delta=+4\) kJ/mol the shift is \(400\times4/103.3=15.5\) K, and the explicit count agrees. The calculation would recommend about 415.5 K where 400 K suffices. At that higher temperature the true pressure is \(e^{\delta/RT'}\approx3.2\) times the intended one.

## Where the estimate fails

*Denser vapour.* To first order in pressure, a real gas has \(V_m=RT/p+B\), with \(B\) the second virial coefficient. Integrating \(V_m\,dp\) adds \(Bp\) to \(\mu_g\). Compression of a crystal of fixed molar volume \(v\) adds \(vp\) to \(\mu_s\). The equilibrium conditions for the true and the predicted pressure are

\[
\Delta G^\circ+RT\ln\frac{p}{p^\circ}+(B-v)p=0,
\]

\[
\Delta G^\circ+\delta+RT\ln\frac{p_{\rm pred}}{p^\circ}+(B-v)p_{\rm pred}=0 .
\]

Subtracting the first from the second gives

\[
\ln\frac{p_{\rm pred}}{p}=-\frac{\delta}{RT}-\frac{(B-v)(p_{\rm pred}-p)}{RT}.
\]

Take \(B=-3\times10^{-3}\) m³/mol, \(v=2\times10^{-4}\) m³/mol and \(\delta=-4\) kJ/mol. The last term is then

\[
\frac{3.2\times10^{-3}\times102.2}{3326}=9.8\times10^{-5},
\]

so the factor changes by 0.01%. A numerical solution of the equilibrium with the virial equation of state confirms this size. With these parameters, the correction reaches 1% when the two pressures differ by about \(10^4\) Pa.

*Association.* If the vapour also contains dimers, their equilibrium with the crystal reads \(2\mu_s=\mu_2^\circ+RT\ln(p_2/p^\circ)\), where \(p_2\) is the dimer pressure. An error that lies in the crystal replaces \(\mu_s\) by \(\mu_s-\delta\), and \(p_2\) changes by \(e^{-2\delta/RT}\). For \(\delta=-4\) kJ/mol this is \(3.33^2\approx11\). The factor 3.3 then holds for the monomer pressure, while the total pressure changes by a factor between the two.

*Other processes.* If the precursor decomposes, or if the gas leaves the source before it is saturated, the delivered pressure is not the equilibrium pressure. The factor then describes the error of the equilibrium value alone.

The main values are collected in the numerical output below.

## Computed values

```
Temperature: 400 K
Free-energy error: 4.0 kJ/mol
Same error per molecule: 1.524 mHartree
Gas constant R: 8.31446 J/(mol K)
RT at 400 K: 3.3258 kJ/mol
Exponent delta/RT: 1.2027 (no unit)
Pressure factor, error negative: 3.329 (no unit)
Pressure factor, error positive: 0.3004 (no unit)
Factor for 4 kJ/mol at 300 K: 4.971
Factor for 4 kJ/mol at 500 K: 2.617
Error giving a factor 2 at 400 K: 2.305 kJ/mol
Error giving a factor 10 at 400 K: 7.658 kJ/mol
Model mass: 300 u
Model moment of inertia: 1500 u angstrom^2
Model lattice wavenumber: 50 cm^-1
Model lattice energy: 110 kJ/mol
Standard pressure: 100000 Pa
Mode quantum over kT: 0.1798 (no unit)
Thermal wavelength: 5.040 pm
Rotational partition function: 6.8963e+06
Gas term -RT ln[...]: -118.495 kJ/mol
Lattice-mode term: 34.208 kJ/mol
Sublimation free energy: 25.714 kJ/mol
Sublimation enthalpy: 103.295 kJ/mol
Sublimation entropy: 193.95 J/(mol K)
Vapour pressure, formula: 43.875 Pa
Vapour pressure, explicit count: 43.875 Pa
Counted pressure, error +4 kJ/mol: 13.179 Pa
Counted pressure, error -4 kJ/mol: 146.068 Pa
Entropy error equal to 4 kJ/mol: 10.0 J/(mol K)
Equivalent wavenumber scaling: 1.2220 (no unit)
Counted factor with that scaling: 3.342 (no unit)
Source temperature shift, formula: 15.49 K
Source temperature shift, count: 15.51 K
Second virial coefficient: -3.0e-03 m^3/mol
Crystal molar volume: 2.0e-04 m^3/mol
Non-ideal change of ln factor, formula: 9.833e-05
Non-ideal change of ln factor, solved: 9.835e-05
```
